# Closed electron shells on open chains and rings: test program

```python
"""Standing and running waves on N-site chains, and their closed shells.

Result under test: independent electrons, site energy 0, hopping element -t.
  open chain         E = -2t cos(k pi/(N+1)), k = 1..N; all levels single
  ordinary ring      E = -2t cos(2 pi m/N);     closed shells at 4n+2
  one bond set to +t E = -2t cos((2m+1) pi/N);  closed shells at 4n
The shell rules hold for 0 < electrons < 2N; a full band is always closed.
Symbols: N sites, s doubly filled orbitals (2s electrons), t = energy unit.
Each formula is compared with direct diagonalization of the site matrix.
"""
from itertools import combinations, product
import numpy as np

t = 1.0
TOL = 1e-10   # rounding errors are near 1e-14; true gaps here exceed 0.01
KINDS = ("open", "ring", "reversed")
CLOSING_ELEMENT = {"open": 0.0, "ring": -t, "reversed": t}


def site_matrix(N, kind):
    H = np.zeros((N, N))
    for j in range(N - 1):
        H[j, j + 1] = H[j + 1, j] = -t
    H[0, N - 1] = H[N - 1, 0] = CLOSING_ELEMENT[kind]
    return H


def levels(N, kind):
    return np.linalg.eigvalsh(site_matrix(N, kind))


def analytic_waves(N, kind):
    """Wave numbers and normalized waves (columns) from the derivation."""
    j = np.arange(1, N + 1)[:, None]
    if kind == "open":
        q = np.arange(1, N + 1) * np.pi / (N + 1)
        return q, np.sqrt(2 / (N + 1)) * np.sin(j * q)
    shift = 1 if kind == "reversed" else 0
    q = (2 * np.arange(N) + shift) * np.pi / N
    return q, np.exp(1j * j * q) / np.sqrt(N)


def analytic_filling(N, kind, s):
    """Closed-shell flag, gap and total energy for 2s electrons, 0 < s < N."""
    if kind == "open":
        half = np.pi / (2 * (N + 1))
        wave = np.sin((2 * s + 1) * half)
        return (True, 4 * t * wave * np.sin(half),
                -2 * t * (wave / np.sin(half) - 1))
    remainder = 2 if kind == "ring" else 0
    closed = (2 * s) % 4 == remainder
    x = np.pi / N
    energy = -4 * t * np.sin(s * x) / np.sin(x)
    if closed:
        return True, 4 * t * np.sin(s * x) * np.sin(x), energy
    return False, 0.0, energy * np.cos(x)


def lowest_determinants(e, electrons):
    """Count lowest-energy occupations of spin orbitals by enumeration."""
    spin_levels = np.repeat(e, 2)
    totals = np.array([sum(c) for c in combinations(spin_levels, electrons)])
    return int(np.sum(totals < totals.min() + 1e-9))


# Waves, spectra, shell rules, gaps and energies at every even filling
for N in range(3, 15):
    for kind in KINDS:
        H = site_matrix(N, kind)
        e = levels(N, kind)
        q, waves = analytic_waves(N, kind)
        formula_levels = -2 * t * np.cos(q)
        assert np.allclose(H @ waves, waves * formula_levels, atol=TOL)
        assert np.allclose(waves.conj().T @ waves, np.eye(N), atol=TOL)
        assert np.allclose(np.sort(formula_levels), e, atol=TOL)
        for s in range(1, N):
            closed, gap, energy = analytic_filling(N, kind, s)
            numerical_gap = e[s] - e[s - 1]
            assert (numerical_gap > 1e-8) == closed
            assert abs(numerical_gap - gap) < TOL
            assert abs(2 * e[:s].sum() - energy) < TOL

# Only the product of the bond signs can affect the spectrum of a ring
for N in (5, 6):
    for signs in product((1, -1), repeat=N):
        H = np.zeros((N, N))
        for j, sign in enumerate(signs):
            k = (j + 1) % N
            H[j, k] = H[k, j] = -t * sign
        kind = "ring" if np.prod(signs) == 1 else "reversed"
        assert np.allclose(np.linalg.eigvalsh(H), levels(N, kind), atol=TOL)

# Unique ground state for a closed shell, six determinants for an open one
counts = {}
for N in (4, 6, 8):
    for kind in KINDS:
        counts[N, kind] = lowest_determinants(levels(N, kind), N)
        closed = analytic_filling(N, kind, N // 2)[0]
        assert counts[N, kind] == (1 if closed else 6)


def listing(values, digits=4):
    return " ".join(f"{np.round(v, digits) + 0.0:.{digits}f}" for v in values)


print("All energies in units of t; site energy = 0")
print("reversed = ring with one bond element +t")
print("Levels for N = 8 sites (t):")
for kind in KINDS:
    print(f" {kind}: {listing(levels(8, kind))}")

lowest = np.linalg.eigh(site_matrix(8, "open"))[1][:, 0]
print("Lowest open-chain wave, N = 8, amplitudes (no unit):")
print(" " + listing(lowest * np.sign(lowest[0])))

print("One electron per site: total energy (t), gap (t),")
print("number of lowest determinants:")
for N in (4, 6, 8):
    for kind in KINDS:
        e = levels(N, kind)
        total = 2 * e[:N // 2].sum()
        gap = abs(np.round(e[N // 2] - e[N // 2 - 1], 4))
        print(f" N={N} {kind}: E={total:.4f} gap={gap:.4f}"
              f" count={counts[N, kind]}")

print("Energy change on reversing one ring bond (t):")
for N in (4, 6, 8):
    ring_energy = 2 * levels(N, "ring")[:N // 2].sum()
    reversed_energy = 2 * levels(N, "reversed")[:N // 2].sum()
    print(f" N={N}: {reversed_energy - ring_energy:+.4f}"
          f"  cos(pi/N)={np.cos(np.pi / N):.4f}")

print("Closed-shell electron numbers (last = full band):")
for N in (7, 8):
    for kind in ("ring", "reversed"):
        e = levels(N, kind)
        closed_numbers = [2 * s for s in range(1, N + 1)
                          if s == N or e[s] - e[s - 1] > 1e-8]
        print(f" N={N} {kind}: {closed_numbers}")

print("ALL CHECKS PASSED")
```

Output:

```
All energies in units of t; site energy = 0
reversed = ring with one bond element +t
Levels for N = 8 sites (t):
 open: -1.8794 -1.5321 -1.0000 -0.3473 0.3473 1.0000 1.5321 1.8794
 ring: -2.0000 -1.4142 -1.4142 0.0000 0.0000 1.4142 1.4142 2.0000
 reversed: -1.8478 -1.8478 -0.7654 -0.7654 0.7654 0.7654 1.8478 1.8478
Lowest open-chain wave, N = 8, amplitudes (no unit):
 0.1612 0.3030 0.4082 0.4642 0.4642 0.4082 0.3030 0.1612
One electron per site: total energy (t), gap (t),
number of lowest determinants:
 N=4 open: E=-4.4721 gap=1.2361 count=1
 N=4 ring: E=-4.0000 gap=0.0000 count=6
 N=4 reversed: E=-5.6569 gap=2.8284 count=1
 N=6 open: E=-6.9879 gap=0.8901 count=1
 N=6 ring: E=-8.0000 gap=2.0000 count=1
 N=6 reversed: E=-6.9282 gap=0.0000 count=6
 N=8 open: E=-9.5175 gap=0.6946 count=1
 N=8 ring: E=-9.6569 gap=0.0000 count=6
 N=8 reversed: E=-10.4525 gap=1.5307 count=1
Energy change on reversing one ring bond (t):
 N=4: -1.6569  cos(pi/N)=0.7071
 N=6: +1.0718  cos(pi/N)=0.8660
 N=8: -0.7956  cos(pi/N)=0.9239
Closed-shell electron numbers (last = full band):
 N=7 ring: [2, 6, 10, 14]
 N=7 reversed: [4, 8, 12, 14]
 N=8 ring: [2, 6, 10, 14, 16]
 N=8 reversed: [4, 8, 12, 16]
ALL CHECKS PASSED
```
